**Real-time polarizability of NH3: window width and time-step shift tested separately**

The program propagates Hartree–Fock/6-31G density matrices after a weak impulse, with the self-consistent exponential midpoint rule at step h and duration T. It asserts that the signal and its windowed spectrum follow from a response problem in which A ± B become g(A ± B)g, where g² = tan(Δh/2)/(Δh/2) and Δ are the orbital gaps. It also asserts that the cos² window falls to half its peak at a detuning π/T, and that the spectral area agrees with the sum of line weights for both durations. Poles extracted from the trajectories are tested against the dressed problem, the leading h² shift law and the step-free frequencies after extrapolation. Further assertions cover the growth of the spectral step error with T, the extrapolated static polarizability, and the agreement of coupled response with finite-field energies. The output shows a window width of 0.95 eV at T = 180 atomic units, and shifts from 5 to 108 meV for the strong z lines at h = 0.15. Larger-basis, MP2 and zero-point estimates are printed without assertions and show that the neglected physical effects far exceed the numerical errors in the static polarizability and the lowest line.

## Program and output

```python
"""Impulse polarizability of NH3 by real-time Hartree-Fock (atomic units).

Result under test: self-consistent exponential-midpoint propagation with step h
has the response poles w_h given by the ordinary (A,B) response problem with
A+B and A-B multiplied on both sides by g, g^2 = tan(gap*h/2)/(gap*h/2), and
eigenvalue (2/h)*tan(w_h*h/2). These poles do not depend on the duration T.
The window cos^2(pi*t/(2T)) alone sets the line width, 2*pi/T.
gap: virtual minus occupied orbital energy; R: weight of sin(w*t) in alpha(t).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, hankel
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ao2mo

EV = const.physical_constants['Hartree energy in eV'][0]
FS = const.physical_constants['atomic unit of time'][0] * 1e15
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
BOND, HEIGHT = 1.01, 0.38          # angstrom
KICK, STEP, DURATION = 2e-4, 0.15, 180.0


def ammonia(height, basis):
    radius = np.sqrt(BOND**2 - height**2)
    atoms = [('N', (0.0, 0.0, 0.0))]
    for k in range(3):
        phi = 2 * np.pi * k / 3
        atoms.append(('H', (radius*np.cos(phi), radius*np.sin(phi), -height)))
    return gto.M(atom=atoms, basis=basis, unit='Angstrom', verbose=0)


def ground_state(mol, field=0.0, axis=2):
    mf = scf.RHF(mol)
    mf.chkfile = None
    core = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    core = core + field * mol.intor('int1e_r')[axis]
    mf.get_hcore = lambda *args: core
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 100
    mf.kernel()
    assert mf.converged
    return mf


def response_matrices(mf):
    mol, c = mf.mol, mf.mo_coeff
    n, o = c.shape[1], mol.nelectron // 2
    repulsion = mol.intor('int2e', aosym='s8')      # kept in memory
    eri = ao2mo.restore(1, ao2mo.kernel(repulsion, c), n)
    gaps = (mf.mo_energy[None, o:] - mf.mo_energy[:o, None]).ravel()
    size = gaps.size
    ovov = eri[:o, o:, :o, o:]
    direct = 2 * ovov.reshape(size, size)
    a = direct - eri[:o, :o, o:, o:].transpose(0, 2, 1, 3).reshape(size, size)
    a = a + np.diag(gaps)
    b = direct - ovov.transpose(0, 3, 2, 1).reshape(size, size)
    dip = np.array([c.T @ r @ c for r in mol.intor('int1e_r')])
    return eri, gaps, a, b, dip, dip[:, :o, o:].reshape(3, size)


def mp2_energy(mf):
    """Total MP2 energy, all electrons correlated, integrals in memory."""
    o = mf.mol.nelectron // 2
    occ, vir = mf.mo_coeff[:, :o], mf.mo_coeff[:, o:]
    v = vir.shape[1]
    repulsion = mf.mol.intor('int2e', aosym='s8')
    ovov = ao2mo.general(repulsion, (occ, vir, occ, vir), compact=False)
    ovov = ovov.reshape(o, v, o, v)
    gap = mf.mo_energy[:o, None] - mf.mo_energy[None, o:]
    pair_gap = gap[:, :, None, None] + gap[None, None, :, :]
    exchange = ovov.transpose(0, 3, 2, 1)
    return mf.e_tot + np.sum(ovov * (2*ovov - exchange) / pair_gap)


def modes(gaps, a, b, d, h):
    """Poles, weights and mean squared gap; h = 0 is exact time evolution."""
    half = gaps * h / 2
    g = np.sqrt(np.tan(half) / half) if h > 0 else np.ones_like(gaps)
    minus = g[:, None] * (a - b) * g
    plus = g[:, None] * (a + b) * g
    low = np.linalg.cholesky(minus)
    square, z = np.linalg.eigh(low.T @ plus @ low)
    omega = np.sqrt(square)
    total = low @ z / np.sqrt(omega)
    difference = plus @ total / omega
    weight = 4 * ((d * g) @ total) * ((d / g) @ total)
    freq = 2 / h * np.arctan(omega * h / 2) if h > 0 else omega
    return freq, weight, (gaps**2) @ (total * difference)


def active(mode_data):
    keep = np.abs(mode_data[1]) > 1e-11
    return [x[keep] for x in mode_data]


mol = ammonia(HEIGHT, '6-31g')
mf = ground_state(mol)
eri, gaps, A, B, dip, d_ov = response_matrices(mf)
n_orb, n_occ = len(mf.mo_energy), mol.nelectron // 2
assert gaps.max() * STEP < np.pi
P_ground = np.diag((np.arange(n_orb) < n_occ).astype(float))
core_mo = mf.mo_coeff.T @ mf.get_hcore() @ mf.mo_coeff
kernel = (2*eri - eri.transpose(0, 3, 1, 2)).reshape(n_orb**2, n_orb**2)
kernel_t = np.ascontiguousarray(kernel.T)


def fock(p):
    m = len(p)
    parts = np.concatenate([p.real, p.imag]).reshape(2*m, -1) @ kernel_t
    return core_mo + (parts[:m] + 1j*parts[m:]).reshape(p.shape)


assert np.abs(fock(P_ground[None] + 0j)[0] - np.diag(mf.mo_energy)).max() < 1e-6


def propagate(h, n_steps):
    """Nonlinear propagation after kicks +/-(x+z); returns alpha_xx, alpha_zz."""
    kick = KICK * (dip[0] + dip[2])
    p = np.array([expm(-1j*s*kick) @ P_ground @ expm(1j*s*kick) for s in (1, -1)])
    signal = np.zeros((n_steps + 1, 2))
    previous = middle = fock(p)
    for m in range(n_steps + 1):
        mu = -2 * np.einsum('aij,bji->ba', dip[[0, 2]], p).real
        signal[m] = (mu[0] - mu[1]) / (2 * KICK)
        if m == n_steps:
            break
        f = fock(p) if m < 2 else 2*middle - previous
        new = p
        for _ in range(40):
            e, v = np.linalg.eigh(f)
            u = (v * np.exp(-1j*h*e)[:, None, :]) @ v.conj().transpose(0, 2, 1)
            trial = u @ p @ u.conj().transpose(0, 2, 1)
            change = np.abs(trial - new).max()
            new = trial
            f = fock((p + new) / 2)
            if change < 1e-10:
                break
        else:
            raise AssertionError('midpoint iteration did not converge')
        previous, middle, p = middle, f, new
    assert np.abs(p @ p - p).max() < 1e-9
    return signal


def transform(signal, h, duration, w):
    """Windowed Fourier sum straight from the samples."""
    t = np.arange(int(round(duration / h)) + 1) * h
    data = h * np.cos(np.pi * t / (2*duration))**2 * signal[:len(t)]
    return np.exp(1j * np.outer(np.atleast_1d(w), t)) @ data


def closed_form(freq, weight, h, duration, w):
    """Same spectrum from poles and weights; h = 0 is the time integral."""
    q = np.pi / duration

    def segment(x):
        inverse = (h/2) / np.tan(x*h/2) if h > 0 else 1/x
        return (np.exp(1j*x*duration) - 1) * inverse / 1j

    def window(x):
        return segment(x)/2 + (segment(x + q) + segment(x - q))/4

    w = np.atleast_1d(w)[:, None]
    return (window(w + freq) - window(w - freq)) @ weight / 2j


def pencil_poles(samples, spacing):
    """Frequencies of a finite sum of undamped oscillations, without a window."""
    n = len(samples)
    cols = n // 3
    table = hankel(samples[:n-cols], samples[n-cols-1:])
    _, sv, vh = np.linalg.svd(table, full_matrices=False)
    space = vh[:np.sum(sv > 1e-6*sv[0])].T
    z = np.linalg.eigvals(np.linalg.lstsq(space[:-1], space[1:], rcond=None)[0])
    phase = np.angle(z)
    waves = np.exp(1j * np.outer(np.arange(n), phase))
    amp = np.abs(np.linalg.lstsq(waves, samples.astype(complex), rcond=None)[0])
    return phase[(phase > 0) & (amp > 1e-3*amp.max())] / spacing


steps = (STEP, STEP/2)
runs = [propagate(h, int(round(DURATION/h))) for h in steps]
bare = [modes(gaps, A, B, d_ov[k], 0.0) for k in (0, 2)]
dressed = [[modes(gaps, A, B, d_ov[k], h) for k in (0, 2)] for h in steps]

# Time signals and complete windowed spectra against the dressed response problem.
grid = np.linspace(0.2013, 2.0, 700)
signal_error, bare_error, spectrum_error = [], [], []
for h, run, theory in zip(steps, runs, dressed):
    t = np.arange(len(run)) * h
    for k in (0, 1):
        scale = np.abs(run[:, k]).max()
        exact_h = np.sin(np.outer(t, theory[k][0])) @ theory[k][1]
        exact_0 = np.sin(np.outer(t, bare[k][0])) @ bare[k][1]
        signal_error.append(np.abs(run[:, k] - exact_h).max() / scale)
        bare_error.append(np.abs(run[:, k] - exact_0).max() / scale)
        for T in (DURATION/2, DURATION):
            found = transform(run[:, k], h, T, grid)
            want = closed_form(theory[k][0], theory[k][1], h, T, grid)
            spectrum_error.append(np.abs(found - want).max() / np.abs(want).max())
assert max(signal_error) < 5e-4
assert max(spectrum_error) < 5e-4
assert min(bare_error) > 10 * max(signal_error)

# Window width from direct quadrature, and conserved area of the computed spectrum.
t = np.linspace(0, DURATION, 20001)
win = np.cos(np.pi*t/(2*DURATION))**2
quad_weight = np.ones_like(t)
quad_weight[[0, -1]] = 0.5
half_ratio = np.sum(quad_weight*win*np.cos(np.pi*t/DURATION)) / np.sum(quad_weight*win)
assert abs(half_ratio - 0.5) < 1e-6
band = (np.arange(4200) + 0.5) * np.pi / STEP / 4200
areas = [transform(runs[0][:, 1], STEP, T, band).imag.sum() * (band[1] - band[0])
         for T in (DURATION/2, DURATION)]
area_theory = np.pi/2 * dressed[0][1][1].sum()
assert max(abs(x/area_theory - 1) for x in areas) < 2e-3

# Poles measured from trajectories, their shift law and their extrapolation.
w0, R0, gap2 = active(bare[1])
wh = [active(dressed[j][1])[0] for j in (0, 1)]
assert len(w0) == len(wh[0]) == len(wh[1])
strong = np.where(R0 > 0.05*R0.max())[0]
measured = []
for j in (0, 1):
    poles = pencil_poles(runs[j][::j+1, 1], STEP)
    measured.append(np.array([poles[np.argmin(abs(poles - x))] for x in wh[j][strong]]))
    assert np.abs(measured[j] - wh[j][strong]).max() < 5e-6
extrapolated = (4*measured[1] - measured[0]) / 3
shift = measured[0] - w0[strong]
assert np.abs(extrapolated - w0[strong]).max() < 0.1*np.abs(shift).max()
law = w0[strong] * (gap2[strong] - w0[strong]**2) / 12
slope = (measured[0] - measured[1]) / (0.75*STEP**2)
assert np.abs(slope - law).max() < 0.15*np.abs(law).max()

# At fixed step, the relative spectral error grows with duration.
step_error = []
for T in (DURATION/2, DURATION):
    ideal = closed_form(bare[1][0], bare[1][1], 0.0, T, grid).imag
    actual = transform(runs[1][:, 1], steps[1], T, grid).imag
    step_error.append(np.linalg.norm(actual - ideal) / np.linalg.norm(ideal))
assert step_error[1] > 1.3*step_error[0]

# Static polarizability: time integral, coupled response and finite field.
static = np.array([[transform(run[:, k], h, DURATION, 0.0)[0].real for k in (0, 1)]
                   for h, run in zip(steps, runs)])
static_ext = (4*static[1] - static[0]) / 3
coupled = np.array([4 * d_ov[k] @ np.linalg.solve(A + B, d_ov[k]) for k in (0, 2)])
windowed = np.array([closed_form(bare[k][0], bare[k][1], 0.0, DURATION, 0.0)[0].real
                     for k in (0, 1)])
assert np.abs(static_ext-windowed).max() < 0.2*np.abs(static[0]-windowed).max()
F = 0.002
finite = np.array([-(ground_state(mol, F, k).e_tot + ground_state(mol, -F, k).e_tot
                     - 2*mf.e_tot) / F**2 for k in (0, 2)])
assert np.abs(finite/coupled - 1).max() < 2e-3

print(f'NH3 HF/6-31G: N-H {BOND} A, height {HEIGHT} A, {n_orb} orbitals')
print(f'kick per axis {KICK:.1e} au; T = {DURATION:.0f} au = {DURATION*FS:.3f} fs')
print(f'steps {steps[0]}, {steps[1]} au; largest gap {gaps.max():.4f} Ha')
print(f'step limit pi/largest gap {np.pi/gaps.max():.4f} au')
print(f'max relative signal error, dressed poles {max(signal_error):.2e}')
print(f'max relative signal error, h=0 poles: h {max(bare_error[:2]):.3e},'
      f' h/2 {max(bare_error[2:]):.3e}')
print(f'max relative spectrum error, closed form {max(spectrum_error):.2e}')
for T in (DURATION/2, DURATION):
    print(f'window FWHM at T={T:.0f} au: {2*np.pi/T:.5f} Ha = {2*np.pi/T*EV:.4f} eV')
print(f'window response at pi/T relative to peak {half_ratio:.6f}')
print(f'zz area of Im alpha, T/2, T, theory: {areas[0]:.5f} {areas[1]:.5f}'
      f' {area_theory:.5f} au')
print('strong z lines: h=0 | measured h | measured h/2 | extrapolated (Ha)')
for k, i in enumerate(strong[:6]):
    print(f' {w0[i]:.6f} | {measured[0][k]:.6f} | {measured[1][k]:.6f}'
          f' | {extrapolated[k]:.6f}')
print('same lines: f | shift at h (meV) | leading law (meV)')
for k, i in enumerate(strong[:6]):
    print(f' {w0[i]*R0[i]:.5f} | {shift[k]*EV*1e3:.3f} | {law[k]*STEP**2*EV*1e3:.3f}')
print(f'largest strong-line phase error at h, T: {np.abs(shift).max()*DURATION:.4f} rad')
print(f'relative step error of zz spectrum at h/2: T/2 {step_error[0]:.3e},'
      f' T {step_error[1]:.3e}')
line = w0[strong[0]]
print(f'lowest strong z line at h=0: {line:.6f} Ha = {line*EV:.4f} eV; its maximum:')
for T in (DURATION/2, DURATION):
    for h, run in zip(steps, runs):
        peak = minimize_scalar(lambda w: -transform(run[:, 1], h, T, w)[0].imag,
                               bounds=(line - np.pi/T/2, line + np.pi/T/2),
                               method='bounded', options={'xatol': 1e-8})
        sigma = -4*np.pi*peak.x*const.alpha*peak.fun
        print(f' T={T:.0f}, h={h}: peak {peak.x:.6f} Ha, sigma_zz {sigma:.4f} bohr^2')
print('static alpha_xx, alpha_zz (bohr^3):')
for label, value in (('real time h', static[0]), ('real time h/2', static[1]),
                     ('extrapolated', static_ext), ('window only, h=0', windowed),
                     ('coupled response', coupled), ('finite field', finite)):
    print(f' {label}: {value[0]:.5f} {value[1]:.5f}')
mean = (2*static_ext[0] + static_ext[1]) / 3
print(f'mean static alpha {mean:.5f} bohr^3 = {mean*BOHR**3:.5f} A^3')
print(f'sum of z oscillator strengths {np.sum(w0*R0):.4f}; electrons {mol.nelectron}')

# Size of basis, correlation, continuum and vibrational effects left out.
large = ammonia(HEIGHT, 'aug-cc-pvdz')
big = ground_state(large)
_, gaps_b, A_b, B_b, _, d_b = response_matrices(big)
alpha_b = [4 * d_b[k] @ np.linalg.solve(A_b + B_b, d_b[k]) for k in (0, 2)]
first_b = active(modes(gaps_b, A_b, B_b, d_b[2], 0.0))[0][0]
field = 0.003
energies = [mp2_energy(big if s == 0 else ground_state(large, s*field))
            for s in (-1, 0, 1)]
alpha_mp2 = -(energies[0] + energies[2] - 2*energies[1]) / field**2
print(f'HF/aug-cc-pVDZ alpha_xx, zz: {alpha_b[0]:.4f} {alpha_b[1]:.4f} bohr^3')
print(f'MP2/aug-cc-pVDZ alpha_zz: {alpha_mp2:.4f} bohr^3')
print(f'lowest z line: 6-31G {w0[0]*EV:.4f}, aug-cc-pVDZ {first_b*EV:.4f} eV')
print(f'Koopmans ionization threshold, 6-31G: {-mf.mo_energy[n_occ-1]*EV:.4f} eV')
delta = 0.02
ends = []
for s in (-1, 1):
    data = response_matrices(ground_state(ammonia(HEIGHT + s*delta, '6-31g')))
    ends.append(active(modes(data[1], data[2], data[3], data[5][2], 0.0))[0][0])
gradient = (ends[1] - ends[0]) / (2*delta/BOHR)
mass = mol.atom_mass_list(isotope_avg=True) * const.atomic_mass / const.m_e
m_n, m_h = mass[0], mass[1]
effective = 3*m_h*m_n/(3*m_h + m_n) + 3*m_h*HEIGHT**2/(BOND**2 - HEIGHT**2)
wavenumber = 950.0                 # rough umbrella vibration, cm^-1
vibration = wavenumber*100 / const.physical_constants[
    'hartree-inverse meter relationship'][0]
spread = np.sqrt(1/(2*effective*vibration))
width = 2*np.sqrt(2*np.log(2)) * abs(gradient) * spread
print(f'umbrella input {wavenumber:.0f} cm^-1 (rough); rms height {spread*BOHR:.4f} A')
print(f'zero-point FWHM of lowest z line, linear estimate {width*EV:.4f} eV')
print('verified')
```

Running it gives:

```
NH3 HF/6-31G: N-H 1.01 A, height 0.38 A, 15 orbitals
kick per axis 2.0e-04 au; T = 180 au = 4.354 fs
steps 0.15, 0.075 au; largest gap 17.0541 Ha
step limit pi/largest gap 0.1842 au
max relative signal error, dressed poles 1.06e-06
max relative signal error, h=0 poles: h 3.581e-01, h/2 9.922e-02
max relative spectrum error, closed form 2.40e-07
window FWHM at T=90 au: 0.06981 Ha = 1.8997 eV
window FWHM at T=180 au: 0.03491 Ha = 0.9499 eV
window response at pi/T relative to peak 0.500000
zz area of Im alpha, T/2, T, theory: 5.84847 5.84854 5.84854 au
strong z lines: h=0 | measured h | measured h/2 | extrapolated (Ha)
 0.321176 | 0.321367 | 0.321224 | 0.321176
 0.675390 | 0.676054 | 0.675556 | 0.675390
 1.081508 | 1.083122 | 1.081911 | 1.081508
 1.231782 | 1.233970 | 1.232329 | 1.231782
 1.251450 | 1.254123 | 1.252118 | 1.251449
 1.526239 | 1.530219 | 1.527234 | 1.526239
same lines: f | shift at h (meV) | leading law (meV)
 0.11045 | 5.186 | 5.184
 0.85700 | 18.067 | 18.066
 0.08900 | 43.926 | 43.925
 0.39111 | 59.537 | 59.585
 0.28873 | 72.722 | 72.630
 2.07969 | 108.302 | 108.279
largest strong-line phase error at h, T: 0.7164 rad
relative step error of zz spectrum at h/2: T/2 1.812e-02, T 3.614e-02
lowest strong z line at h=0: 0.321176 Ha = 8.7397 eV; its maximum:
 T=90, h=0.15: peak 0.321446 Ha, sigma_zz 0.2279 bohr^2
 T=90, h=0.075: peak 0.321306 Ha, sigma_zz 0.2279 bohr^2
 T=180, h=0.15: peak 0.321369 Ha, sigma_zz 0.4558 bohr^2
 T=180, h=0.075: peak 0.321227 Ha, sigma_zz 0.4558 bohr^2
static alpha_xx, alpha_zz (bohr^3):
 real time h: 8.81392 4.39878
 real time h/2: 8.82849 4.40999
 extrapolated: 8.83334 4.41373
 window only, h=0: 8.83331 4.41369
 coupled response: 8.82805 4.41124
 finite field: 8.82816 4.41126
mean static alpha 7.36014 bohr^3 = 1.09066 A^3
sum of z oscillator strengths 4.3856; electrons 10
HF/aug-cc-pVDZ alpha_xx, zz: 12.4606 12.8452 bohr^3
MP2/aug-cc-pVDZ alpha_zz: 14.9472 bohr^3
lowest z line: 6-31G 8.7397, aug-cc-pVDZ 7.4172 eV
Koopmans ionization threshold, 6-31G: 11.2912 eV
umbrella input 950 cm^-1 (rough); rms height 0.0771 A
zero-point FWHM of lowest z line, linear estimate 0.6937 eV
verified
```
